Hydrogen pressure and the chemical potential per hydrogen atom

**Problem**

A semiconductor surface at 1000 K is in equilibrium with hydrogen gas. The gas is ideal and consists of H₂ molecules. Its pressure is raised from 0.1 bar to 1 bar at constant temperature. By how much does the chemical potential per hydrogen atom, μ_H, change?

This quantity is needed in ab initio surface thermodynamics, where surface structures holding different numbers of hydrogen atoms are compared. Energies are given in electronvolts and pressures in bar. Chemical potentials are per particle, not per mole, and k is the Boltzmann constant.

**A tempting solution**

The chemical potential of an ideal gas depends on pressure as

μ(T, p) = μ(T, p₀) + kT ln(p/p₀),

where p₀ is any reference pressure. The gas is hydrogen, so a tenfold pressure increase gives

Δμ_H = kT ln 10 = 0.08617 eV × 2.30259 = 0.1984 eV.

The formula is correct for an ideal gas and the arithmetic is correct. The answer is nevertheless wrong by a factor of two.

**Where the fault lies**

To see what the formula refers to, we derive it. Let N be the number of gas particles, V the volume, S the entropy and G(T, p, N) the Gibbs free energy. At fixed T and p, a gas λ times as large has λ times the free energy:

G(T, p, λN) = λ G(T, p, N).

Differentiating with respect to λ and then setting λ = 1 gives

N (∂G/∂N) = G.

The derivative ∂G/∂N at fixed T and p is by definition the chemical potential μ, so G = Nμ. The general differential of G is

dG = −S dT + V dp + μ dN.

At fixed T and N the first and last terms vanish, leaving dG = V dp. Since G = Nμ with N fixed, also dG = N dμ. Equating the two gives

dμ = (V/N) dp.

The chemical potential thus rises with pressure at a rate equal to the volume per particle. For an ideal gas pV = NkT, hence V/N = kT/p, and integration from p₁ to p₂ gives

μ(T, p₂) − μ(T, p₁) = kT ∫ dp/p = kT ln(p₂/p₁).

The N in pV = NkT counts the particles that move independently through the gas. Here these are molecules: the two atoms of H₂ travel together and count as one particle. The μ in the formula is therefore the chemical potential per molecule, μ_H₂. The tempting solution computed the change of μ_H₂ correctly and then labelled it μ_H.

**The right solution**

What remains is the relation between μ_H and μ_H₂. It follows from the equilibrium between gas and surface. Enclose both in a container of fixed volume at fixed temperature, so that the Helmholtz free energy F is a minimum at equilibrium. Let one molecule leave the gas and its two atoms settle on the surface. The gas loses one molecule, which changes F by −μ_H₂. The surface gains two atoms, which changes F by +2μ_H. Altogether

ΔF = 2μ_H − μ_H₂.

If ΔF were negative, adsorption would lower F and would continue. If it were positive, the reverse process would lower F. At equilibrium neither is possible, so

μ_H = ½ μ_H₂.

No property of the surface entered this argument, so the relation holds for any surface that can exchange hydrogen with the gas. Taking half of the pressure dependence found above gives

μ_H(T, p₂) − μ_H(T, p₁) = ½ kT ln(p₂/p₁).

For the pressure step in the problem,

Δμ_H = ½ × 0.08617 eV × 2.30259 = 0.0992 eV,

which is about 0.10 eV, or 0.00365 hartree.

The vibration, rotation and binding energy of the molecule have not been neglected. They contribute to μ_H₂ itself, but the integration shows that the difference between two pressures at one temperature contains nothing except kT ln(p₂/p₁). For an ideal gas, everything else in μ_H₂ depends on T alone and cancels.

If an inert carrier gas is present, p must be read as the partial pressure of H₂. In an ideal mixture the components do not interact, so F is a sum of one term for each component, each as if that component filled the volume alone. The chemical potential of H₂ then depends on T and on its own density N/V, which is its partial pressure divided by kT.

**A numerical check from quantum levels**

The pressure dependence can be checked without assuming the ideal-gas law. Take N = 1000000 molecules in a cubic box, sum the Boltzmann factors of the translational levels of one molecule to get its translational partition function q, and form

F = −kT ln(q^N/N!).

Vibration and rotation would multiply q by a factor that depends on T alone. That factor changes neither the pressure nor the difference between two chemical potentials at one temperature, so it is left out. The pressure is then −∂F/∂V and the chemical potential is ∂F/∂N, both taken as finite differences. When the box is compressed to a tenth of its volume, the pressure rises from 0.10000 to 1.00004 bar and the chemical potential per molecule rises by 0.1984 eV. Half of this is 0.0992 eV, as derived.

The small excess in the second pressure comes from the walls. Along one edge of length L the levels are proportional to n², with n = 1, 2, 3, and so on. The sum starts at n = 1, and by the trapezoidal rule it equals the corresponding integral minus half the term at n = 0. The integral is L/Λ, where Λ = h/√(2πmkT) is the thermal wavelength, h the Planck constant and m the mass of the molecule. Therefore

q = (L/Λ − ½)³.

With V = L³, so that dV = 3L² dL, the pressure is

p = NkT d(ln q)/dV = NkT × (1/(3L²)) × (3/Λ)/(L/Λ − ½) = (NkT/V) × 1/(1 − Λ/(2L)).

The output gives N/q = 4.3 × 10⁻⁷ at 1 bar, so q = 2.3 × 10¹² and L/Λ ≈ q^(1/3) ≈ 1.3 × 10⁴. Then Λ/(2L) ≈ 4 × 10⁻⁵, which is the excess seen. It shrinks as the box grows.

The same ratio N/q justifies the factor N! in F. The mean number of molecules in a single quantum state of energy E is (N/q) exp(−E/kT), which is at most N/q. Two molecules therefore almost never compete for the same state, and the quantum statistics of the molecules play no role at this accuracy.

**A check of the factor one half**

For the second step, consider a closed box holding 40000 hydrogen atoms in all and a surface with M = 20000 adsorption sites. Each site takes at most one atom and binds it with an energy b = 0.65 eV, measured from half the energy of a molecule at rest. This is a round model value and stands for no particular material. The vibration and rotation of the molecule are again left out. At fixed T, including them would act like a change of b: the filled fractions below would be different, but the relation between μ_H and the pressure would have the same form. With n atoms adsorbed, the surface contributes

F_ads = −bn − kT ln[M!/(n!(M − n)!)].

The total free energy of gas and surface is evaluated for every possible even n, and the lowest value is selected. The relation μ_H = ½μ_H₂ is not put in. At the minimum, the chemical potential of the adsorbed atoms agrees with half that of the molecules to within the tolerance of 5 × 10⁻⁵ eV.

Reducing the gas volume to a tenth raises the filled fraction θ = n/M from 0.266 to 0.515. The pressure rises by a factor of 8.566 instead of ten, because some of the gas has moved to the surface. The number of molecules left in the gas is (40000 − 20000θ)/2, which falls from 17340 to 14850, and 10 × 14850/17340 = 8.56.

The shift can be read from the filled fractions. Adding one atom multiplies the number of arrangements by (M − n)/(n + 1), so for large n

μ_H = −b − kT ln[(M − n)/n] = −b + kT ln[θ/(1 − θ)].

The ratio θ/(1 − θ) goes from 0.266/0.734 = 0.362 to 0.515/0.485 = 1.062, a factor of 2.93. Hence

Δμ_H = 0.08617 eV × ln 2.93 = 0.0926 eV.

The formula ½ kT ln 8.566 gives 0.0925 eV. Without the factor one half it would give 0.185 eV, which the surface plainly contradicts. In this model θ/(1 − θ) grows as the square root of the H₂ pressure, and indeed √8.566 = 2.93. The square root is the factor one half in another form.

**When the tempting answer would be right**

Suppose the gas consisted of single H atoms that could not recombine. The independent particles would then be atoms, and a tenfold pressure increase would raise μ_H by the full 0.1984 eV.

A gas in which molecules and atoms are in equilibrium connects the two cases. The argument used for the surface applies equally to atoms in the gas, so μ_H = ½μ_H₂ still holds. For the atoms, μ_H = kT ln p_H plus a function of T. For the molecules, μ_H₂ = kT ln p_H₂ plus another function of T. Equating μ_H with ½μ_H₂ gives

p_H = c √p_H₂,

where c depends on T alone. The total hydrogen pressure is

P = p_H₂ + c √p_H₂.

If molecules dominate, P ≈ p_H₂ and μ_H rises by ½ kT ln 10 for a tenfold increase of P. If atoms dominate, P ≈ p_H and the rise is kT ln 10. The problem specifies a molecular gas, so the first case applies.

**What the shift means for a surface**

Let G(n) be the free energy of a surface cell holding n hydrogen atoms. Its stability relative to the bare cell is measured by

ΔG = G(n) − G(0) − nμ_H,

since the n atoms had to be taken from the gas. If the direct effect of pressure on G(n) and G(0) is neglected, the tenfold pressure increase changes ΔG by −n × 0.0992 eV. For a cell with two hydrogen atoms ΔG falls by 2 × 0.0992 eV = 0.198 eV, so the cell becomes more stable relative to the bare one.

The factor one half also matters when the question is reversed. To raise μ_H by 0.10 eV at 1000 K, the pressure must be multiplied by

p₂/p₁ = exp(2 × 0.10 eV/kT) = 10.18.

The tempting formula would ask for exp(0.10 eV/kT) = 3.19, the square root of the correct ratio. A factor of two in the energy shift has become a factor of two in the exponent of the predicted pressure ratio.

**Conditions**

The shift is proportional to temperature: at 300 K the same tenfold step gives 0.0298 eV. The formula compares two pressures at one temperature. It cannot be used to compare two temperatures, because the part of μ_H₂ that depends on T alone then no longer cancels.

If the gas is dense enough for the molecules to interact noticeably, dμ = (V/N) dp remains valid, but V/N is no longer kT/p and the measured volume per molecule must be integrated instead. Finally, μ_H = ½μ_H₂ requires that the surface really exchanges hydrogen with the gas. If adsorption or desorption is too slow for equilibrium to be reached, the gas pressure does not fix the chemical potential of the adsorbed atoms. The values used here are collected in the numerical output below.

Computed values

```
Temperature: 1000 K
H2 pressure, start and end: 0.1 and 1.0 bar
Boltzmann constant k: 8.617333e-05 eV/K
kT: 0.08617 eV
ln(10): 2.30259 (no unit)
Formula, shift per H2 molecule: 0.1984 eV
Formula, shift per H atom: 0.0992 eV
Formula, shift per H atom: 0.00365 hartree
Box, number of molecules: 1000000
Box, pressure before: 0.10000 bar
Box, pressure after: 1.00004 bar
Box, shift per H2 molecule: 0.1984 eV
Box, shift per H atom: 0.0992 eV
Molecules per accessible state at 1 bar: 4.3e-07
Surface model, sites: 20000, atoms in total: 40000
Surface model, binding energy per atom: 0.65 eV
Surface model, filled fraction before: 0.266
Surface model, filled fraction after: 0.515
Surface model, final pressure ratio: 8.566
Surface model, shift per adsorbed atom: 0.0926 eV
Formula at that pressure ratio: 0.0925 eV
Tenfold pressure at 300 K, per H atom: 0.0298 eV
Pressure ratio for 0.10 eV at 1000 K: 10.18
```
